\section*{Is the permittivity of a porous dielectric its volume average?}

\section*{Question}

I am trying to estimate the relative permittivity of a porous insulating film. The solid skeleton has permittivity 4, and 30\,\% of the film's volume is air. I took the volume average,
\[
0.70\times 4+0.30\times 1=3.1 .
\]
My reasoning was that only the skeleton polarizes appreciably. If 30\,\% of it is removed, 30\,\% of the polarization should go with it, wherever the holes happen to be.

A colleague says that the shape and arrangement of the pores matter even at fixed porosity. Where does my argument go wrong, and is the error upward or downward? Also, if a film made from this skeleton has permittivity 2.5, may I conclude from the same average that half of it is air?

\section*{Answer}

Your argument contains a hidden assumption: that the skeleton left behind still feels the field it would feel without the pores. In general it does not. The field is redistributed between solid and air, and this lowers the permittivity below the volume average, except in one class of structures. The size of the reduction depends on the geometry.

\subsection*{What the effective permittivity measures}

Put the film between parallel plates of area $A$ at $z=0$ and $z=d$, held at potentials $V$ and $0$. The applied field is $E_0=V/d$, along $+z$. Let $\varepsilon(\mathbf r)$ be the local relative permittivity, equal to $\varepsilon_s>1$ in the skeleton and to 1 in air, and let $\phi$ be the porosity, the volume fraction of air. I assume a static field, a linear and isotropic local response, no free charge inside the film, and no electric flux through the side walls.

I write $\mathbf D=\varepsilon\mathbf E$ for the displacement divided by the vacuum permittivity $\varepsilon_0$. If the plate at $z=0$ carries charge $Q$, the effective permittivity is defined by the capacitance:
\begin{equation}
\frac{Q}{V}=\frac{\varepsilon_0\varepsilon_{\rm eff}A}{d},
\qquad\text{so}\qquad
\frac{Q}{\varepsilon_0A}=\varepsilon_{\rm eff}E_0 .
\end{equation}

Angle brackets denote an average over the film's volume. Two such averages are fixed by the setup. Along any line from plate to plate the integral of $E_z$ is $V$, hence $\langle E_z\rangle=V/d=E_0$. Since $\nabla\cdot\mathbf D=0$ and no flux leaves through the sides, every plane of constant $z$ carries the same flux $Q/\varepsilon_0$, hence $\langle D_z\rangle=Q/(\varepsilon_0A)$. Therefore
\begin{equation}
\varepsilon_{\rm eff}E_0=\langle\varepsilon E_z\rangle .
\label{eq:def}
\end{equation}
The right-hand side is the average of a product. Your estimate replaces it by the product of averages, $\langle\varepsilon\rangle\langle E_z\rangle$. That is justified if the mean field is the same in both materials, but not in general.

\subsection*{The quantity missing from the volume average}

Let $e_a$ and $e_s$ be the mean values of $E_z/E_0$ in the air and in the skeleton. Splitting the two averages by material gives
\begin{align}
1&=(1-\phi)e_s+\phi e_a, \label{eq:field}\\
\varepsilon_{\rm eff}&=(1-\phi)\varepsilon_s e_s+\phi e_a .
\end{align}
The first line says $(1-\phi)e_s=1-\phi e_a$. Inserting this in the second,
\begin{equation}
\varepsilon_{\rm eff}=\varepsilon_s(1-\phi e_a)+\phi e_a
=\varepsilon_s-(\varepsilon_s-1)\phi e_a .
\label{eq:air}
\end{equation}
The volume average is $\langle\varepsilon\rangle=(1-\phi)\varepsilon_s+\phi=\varepsilon_s-(\varepsilon_s-1)\phi$, which is Eq.~\eqref{eq:air} with $e_a=1$. All the geometry enters through this one number, the mean field in the air.

In terms of polarization, the skeleton contributes $(\varepsilon_s-1)e_s$ per unit of its volume, in units of $\varepsilon_0E_0$. You removed the right amount of skeleton but kept $e_s=1$. If the air takes more than its share of the field, Eq.~\eqref{eq:field} forces $e_s$ below 1, and the remaining skeleton polarizes less.

\subsection*{Why the error has a definite sign}

Write the true field as the uniform field plus a deviation,
\[
\mathbf E=E_0\hat{\mathbf z}+\delta\mathbf E,\qquad
\delta\mathbf E=-\nabla w .
\]
Here $w$ is the true potential minus $V(1-z/d)$. Both potentials have the same values on the plates, so $w=0$ there. Integrating by parts over the volume $\Omega=Ad$,
\begin{equation}
\langle\mathbf D\cdot\delta\mathbf E\rangle
=-\frac1\Omega\int\mathbf D\cdot\nabla w\,d^3r
=-\frac1\Omega\oint w\,\mathbf D\cdot d\mathbf S
+\frac1\Omega\int w\,\nabla\cdot\mathbf D\,d^3r=0 .
\label{eq:orth}
\end{equation}
The surface term vanishes on the plates because $w=0$ and on the sides because there is no flux. The volume term vanishes because there is no free charge. At the pore walls $w$ and the normal part of $\mathbf D$ are continuous, so the surface contributions from the two sides of a wall cancel.

Now put $\mathbf D=\varepsilon(E_0\hat{\mathbf z}+\delta\mathbf E)$ into Eq.~\eqref{eq:orth}:
\[
E_0\langle\varepsilon\,\delta E_z\rangle+\langle\varepsilon|\delta\mathbf E|^2\rangle=0 .
\]
Equation~\eqref{eq:def} reads $\varepsilon_{\rm eff}E_0=\langle\varepsilon\rangle E_0+\langle\varepsilon\,\delta E_z\rangle$. Eliminating the last term and dividing by $E_0$,
\begin{equation}
\boxed{\;\varepsilon_{\rm eff}=\langle\varepsilon\rangle-
\frac{\langle\varepsilon|\delta\mathbf E|^2\rangle}{E_0^2}\;}
\label{eq:fluct}
\end{equation}
The subtracted term cannot be negative, so the volume average is an upper bound. No assumption about pore shape was needed. Comparison with Eq.~\eqref{eq:air} also shows that $e_a\ge1$ whenever air is present: the mean field in the air is never below the applied field.

\subsection*{When your average is right}

Equality in Eq.~\eqref{eq:fluct} requires $\delta\mathbf E=0$ everywhere. The displacement is then $\varepsilon E_0\hat{\mathbf z}$. Its normal component must be continuous at a pore wall with unit normal $\mathbf n$, which demands $(\varepsilon_s-1)E_0n_z=0$, or $n_z=0$. Every wall must run parallel to the field.

Conversely, if all walls do so, the uniform field satisfies the field equations and the boundary conditions. It is then the only solution. The difference of two solutions has a potential $v$ that vanishes on the plates, and the integration by parts used above gives $\langle\varepsilon|\nabla v|^2\rangle=0$, so the two fields coincide.

Layers parallel to the field belong to this class: they are capacitors side by side, each with the full voltage, and their capacitances add. Straight pillars or channels running from plate to plate qualify too, whatever their cross-section. The condition refers to the field direction. A film with vertical channels obeys the volume average for a vertical field, but not for a horizontal field between neighbouring wires, which meets the channel walls at an angle.

\subsection*{How far below the average one can go}

A second non-negative quantity gives a lower bound. From Eq.~\eqref{eq:orth},
\[
\langle\mathbf D\cdot\mathbf E\rangle=E_0\langle D_z\rangle=\varepsilon_{\rm eff}E_0^2 .
\]
Now measure how much $\mathbf D$ departs from the uniform vector $\varepsilon_{\rm eff}E_0\hat{\mathbf z}$. Using $\mathbf D/\varepsilon=\mathbf E$,
\begin{align}
0&\le\left\langle\frac{|\mathbf D-\varepsilon_{\rm eff}E_0\hat{\mathbf z}|^2}{\varepsilon}\right\rangle\nonumber\\
&=\langle\mathbf D\cdot\mathbf E\rangle-2\varepsilon_{\rm eff}E_0\langle E_z\rangle
+\varepsilon_{\rm eff}^2E_0^2\langle1/\varepsilon\rangle\nonumber\\
&=-\varepsilon_{\rm eff}E_0^2+\varepsilon_{\rm eff}^2E_0^2\langle1/\varepsilon\rangle .
\end{align}
Dividing by the positive quantity $\varepsilon_{\rm eff}E_0^2$ and combining with the upper bound,
\begin{equation}
\left[\frac{1-\phi}{\varepsilon_s}+\phi\right]^{-1}
\le\varepsilon_{\rm eff}\le(1-\phi)\varepsilon_s+\phi .
\label{eq:bounds}
\end{equation}
Layers perpendicular to the field reach the lower value. There $D_z$ is the same in every layer, $E_z=D_z/\varepsilon$, and averaging gives $E_0=\varepsilon_{\rm eff}E_0\langle1/\varepsilon\rangle$. These are capacitors in series.

For your film the lower value is $1/(0.70/4+0.30)=1/0.475=2.11$. The same skeleton and the same amount of air thus give 3.10 in parallel layers but only 2.11 in perpendicular ones. In the perpendicular layers the air field is $D_z/1$, so $e_a=\varepsilon_{\rm eff}=2.11$, and Eq.~\eqref{eq:air} returns $4-3\times0.30\times2.11=2.10$, the same value within rounding.

\subsection*{Spherical pores}

Closed, roughly round pores lie between these extremes. Take first a single spherical pore of radius $R$ in a large piece of skeleton, where the field far from the pore is $E_m$. With $r$ and $\theta$ measured from the pore's centre and the field direction, try
\[
u_{\rm in}=-gE_m r\cos\theta,\qquad
u_{\rm out}=-E_m r\cos\theta+\frac{B\cos\theta}{r^2} .
\]
Both satisfy Laplace's equation. Continuity of the potential at $r=R$ gives $B=(1-g)E_mR^3$. The radial field just outside is then
\[
-\frac{\partial u_{\rm out}}{\partial r}
=\left(E_m+\frac{2B}{R^3}\right)\cos\theta=(3-2g)E_m\cos\theta ,
\]
and just inside it is $gE_m\cos\theta$. Continuity of the normal displacement requires
\begin{equation}
g=\varepsilon_s(3-2g)\quad\Rightarrow\quad g=\frac{3\varepsilon_s}{2\varepsilon_s+1} .
\end{equation}
For $\varepsilon_s=4$ this is $12/9=1.33$: the field inside the pore is a third stronger than the field around it. Polarization charge on the pore wall produces the extra field. For a sphere $g$ cannot exceed $3/2$, however large $\varepsilon_s$ is, whereas in perpendicular layers the air field is $\varepsilon_s$ times the skeleton field. Flat pores lying across the field are therefore far more effective than round ones at lowering the permittivity.

At finite porosity the pores influence one another. The Maxwell Garnett approximation takes the field around each pore to be the mean field in the skeleton, so that $e_a=ge_s$. Equation~\eqref{eq:field} then gives
\begin{equation}
e_a=\frac{g}{1-\phi+\phi g}
=\frac{3\varepsilon_s}{2\varepsilon_s+1+\phi(\varepsilon_s-1)} ,
\label{eq:mg}
\end{equation}
where the second form follows on multiplying numerator and denominator by $2\varepsilon_s+1$. For your film $e_a=12/(9+0.9)=1.212$, and
\[
\varepsilon_{\rm eff}\approx4-3\times0.30\times1.212=2.91 .
\]
The volume average of 3.1 is 6.6\,\% higher than this estimate. For a macroscopically isotropic film the estimate is itself an upper bound (the Hashin--Shtrikman bound, quoted here without proof), so randomly placed or overlapping pores give a somewhat lower permittivity and a somewhat larger error. The skeleton field is $e_s=e_a/g=0.91$, so the remaining solid polarizes about 9\,\% less than you assumed.

Within this approximation the error of the volume average has a simple form. Equation~\eqref{eq:air} gives $\langle\varepsilon\rangle-\varepsilon_{\rm eff}=(\varepsilon_s-1)\phi(e_a-1)$, and Eq.~\eqref{eq:mg} gives $e_a-1=(1-\phi)(\varepsilon_s-1)/[2\varepsilon_s+1+\phi(\varepsilon_s-1)]$. Hence
\begin{equation}
\langle\varepsilon\rangle-\varepsilon_{\rm eff}
=\frac{\phi(1-\phi)(\varepsilon_s-1)^2}{2\varepsilon_s+1+\phi(\varepsilon_s-1)} .
\end{equation}
The error is of second order in the contrast $\varepsilon_s-1$, so the average is a good approximation for a skeleton whose permittivity is close to 1. Low porosity helps less than one might expect. The error does vanish as $\phi\to0$, but so does the effect being estimated: to first order in $\phi$ the permittivity falls by $(\varepsilon_s-1)g\phi$, while the average predicts $(\varepsilon_s-1)\phi$. With $\varepsilon_s=4$ the true initial drop is a third larger than the predicted one.

\subsection*{The same air in different places}

To see the effect without the Maxwell Garnett approximation, I solved the field equations numerically by finite elements, with $\varepsilon_s=4$ and $\phi=0.30$ throughout. One structure is a simple cubic lattice of spherical pores. By symmetry it suffices to treat one eighth of a unit cell, with plates on the two mirror planes perpendicular to the field. This region was divided into $40^3$ small cubes, so the pore has a stepped surface. The other structure is a block of $10^3$ cubes, 300 of them air, placed at random; three such samples were computed, with each cube divided into $2^3$ elements. The layer values come from Eq.~\eqref{eq:bounds}.

\begin{center}
\begin{tabular}{lcc}
\hline
Arrangement of the air & $\varepsilon_{\rm eff}$ & $e_a$\\
\hline
Layers or channels along the field & 3.10 & 1.00\\
Cubic lattice of spheres & 2.91 & 1.22\\
Random cubes, three samples & $\le2.89$ & $\ge1.23$\\
Layers across the field & 2.11 & 2.11\\
\hline
\end{tabular}
\end{center}

The permittivity falls as the air takes a larger share of the field, as Eq.~\eqref{eq:air} requires. For the spheres the subtracted term in Eq.~\eqref{eq:fluct} is 0.194, and $3.100-0.194=2.906$. The Maxwell Garnett value, 2.909, differs from this by about 0.1\,\%. On a coarser grid of $20^3$ cubes the result changes by less than 0.001.

For the random cubes the table gives limits, not converged values. The computed permittivities are 2.88 to 2.89, but the grid is too coarse to settle the second decimal: for the first sample, results on finer grids extrapolate to about 2.85, with $e_a\approx1.28$. The direction of the grid error, however, is known. If a trial potential has the correct plate values and its field is $\mathbf E+\boldsymbol\eta$, the argument of Eq.~\eqref{eq:orth} gives $\langle\mathbf D\cdot\boldsymbol\eta\rangle=0$, and so
\[
\langle\varepsilon|\mathbf E+\boldsymbol\eta|^2\rangle
=\varepsilon_{\rm eff}E_0^2+\langle\varepsilon|\boldsymbol\eta|^2\rangle .
\]
The finite-element solution minimizes the left-hand side among the potentials the grid can represent, so it cannot fall below the true value for the given arrangement of cubes. The true permittivities of these samples are therefore at most the computed ones, and further from 3.1 if they differ. By Eq.~\eqref{eq:air}, the true mean air fields are then at least the computed ones.

\subsection*{Reading porosity from permittivity}

Your last question uses the average in reverse. Suppose $\varepsilon_{\rm eff}=2.5$ and the skeleton still has $\varepsilon_s=4$. Solving each inequality in Eq.~\eqref{eq:bounds} for $\phi$,
\begin{equation}
\frac{1/\varepsilon_{\rm eff}-1/\varepsilon_s}{1-1/\varepsilon_s}
\le\phi\le\frac{\varepsilon_s-\varepsilon_{\rm eff}}{\varepsilon_s-1} .
\end{equation}
The left side is $(0.40-0.25)/0.75=0.20$ and the right side is $1.5/3=0.50$. Your figure of one half is thus the largest porosity compatible with the permittivity, not the porosity itself. Without knowledge of the structure, the bounds say only that the porosity lies between 20\,\% and 50\,\%.

If the pores are known to be roughly spherical, the estimate can be narrowed. Inserting Eq.~\eqref{eq:mg} in Eq.~\eqref{eq:air} and clearing the denominator,
\[
(\varepsilon_s-\varepsilon_{\rm eff})\left[2\varepsilon_s+1+\phi(\varepsilon_s-1)\right]
=3\varepsilon_s(\varepsilon_s-1)\phi .
\]
Collecting the terms in $\phi$ leaves the factor $3\varepsilon_s-(\varepsilon_s-\varepsilon_{\rm eff})=2\varepsilon_s+\varepsilon_{\rm eff}$, so
\begin{equation}
\phi=\frac{(\varepsilon_s-\varepsilon_{\rm eff})(2\varepsilon_s+1)}
{(\varepsilon_s-1)(2\varepsilon_s+\varepsilon_{\rm eff})}
=\frac{1.5\times9}{3\times10.5}=0.43 .
\end{equation}
In this approximation a film with round pores needs about 43\,\% air to reach 2.5, not 50\,\%. Read this as a ceiling rather than a central value. The Maxwell Garnett formula with the skeleton as host coincides with the Hashin--Shtrikman upper bound on the permittivity of a macroscopically isotropic mixture, so an isotropic film with permittivity 2.5 holds at most 43\,\% air; the corresponding lower bound gives at least 33\,\%. A cubic lattice of spheres reaches 2.5 at about 42\,\%, and randomly placed overlapping spheres at roughly 40 to 42\,\%.

All of this presumes that the film really consists of air and a skeleton of known permittivity. If making the pores changes the chemistry or density of the solid, $\varepsilon_s$ must be that of the altered solid. If the pores take up water, there is a third material with a high permittivity, and $\langle\varepsilon\rangle$ must include it. A measured value above the skeleton--air average therefore cannot be explained by pore geometry: one of the assumptions, or one of the input numbers, is wrong. A local permittivity that jumps sharply at the pore wall is itself an idealization, which weakens when pores and walls are only about a nanometre across. The bounds also rely on real, positive permittivities, so they do not carry over as they stand to strong absorption, nor to fields that vary appreciably over the size of a pore because the wavelength is short.
